# Dipole moments of facial and meridional tris-chelates from bond dipoles

## The problem

A neutral complex M(AB)$_3$ contains three identical chelating ligands. Each binds the metal through two different donor atoms, A and B, and the six donors sit at the vertices of a regular octahedron. In the facial isomer (fac) the three A donors are mutually cis and occupy one triangular face. In the meridional isomer (mer) two of the A donors are trans to each other.

Every M–A bond carries a dipole of size $m_A$ and every M–B bond one of size $m_B$, the same in both isomers. A bond dipole is counted positive when it points from the donor to the metal, that is, from negative to positive charge. The molecular dipole is taken to be the vector sum of the six bond dipoles. What is the ratio of the dipole moments of the two isomers, and when does it hold?

## A tempting solution

Sort the donors by axis. An A–M–A axis has two equal and opposite bond dipoles, which cancel, and so does a B–M–B axis. An A–M–B axis keeps the difference $|m_A-m_B|$.

In fac, all three axes are of the mixed type A–M–B. In mer, one axis is A–M–A, one is B–M–B and one is mixed. Three surviving contributions stand against one, so

$$
\frac{\mu_{\rm fac}}{\mu_{\rm mer}}=\frac{3|m_A-m_B|}{|m_A-m_B|}=3 .
$$

## Where it fails

The sorting by axis is correct, and so is the mer result. The fault lies in the numerator. The three contributions in fac lie along perpendicular axes, and their lengths were added as if they were parallel. Perpendicular vectors of equal length $d$ have a sum of length $\sqrt{d^2+d^2+d^2}=\sqrt3\,d$, not $3d$.

## The right solution

Let $\mathbf e_i$ be the unit vector from the metal to donor $i$. A positive bond dipole points the other way, so it is $-m_i\mathbf e_i$. Define

$$
\mathbf S_A=\sum_{i\in A}\mathbf e_i,\qquad \mathbf S_B=\sum_{i\in B}\mathbf e_i .
$$

The molecular dipole is then

$$
\boldsymbol\mu=-\left(m_A\mathbf S_A+m_B\mathbf S_B\right).
$$

The six directions of the octahedron form three opposite pairs, so $\mathbf S_A+\mathbf S_B=0$. Putting $\mathbf S_B=-\mathbf S_A$ gives

$$
\boldsymbol\mu=-(m_A-m_B)\,\mathbf S_A .
$$

Both isomers share the prefactor, and the geometry enters through the length of $\mathbf S_A$. Squaring a sum of three unit vectors gives three squares and twice the three scalar products:

$$
|\mathbf S_A|^2=3+2\left(\cos\theta_{12}+\cos\theta_{13}+\cos\theta_{23}\right),
$$

where $\theta_{ij}$ are the angles between A donors, seen from the metal.

- In fac all three angles are $90^\circ$, so $|\mathbf S_A|^2=3$.
- In mer one angle is $180^\circ$ and two are $90^\circ$, so $|\mathbf S_A|^2=3-2=1$.

Therefore

$$
\mu_{\rm fac}=\sqrt3\,|m_A-m_B|,\qquad
\mu_{\rm mer}=|m_A-m_B|,\qquad
\frac{\mu_{\rm fac}}{\mu_{\rm mer}}=\sqrt3 .
$$

The ratio requires $m_A\neq m_B$. For equal bond dipoles both moments vanish and there is no ratio. When the difference is merely small, effects left out of the model can outweigh it.

The factor 3 does belong to the squares of the dipoles. The interaction energy of two equal point dipoles, at fixed separation and fixed orientations, is proportional to $\mu^2$, so it is three times larger for a fac pair than for a mer pair.

## Putting in the chelate rings

The donors of one ligand must be cis, and this has to be compatible with both isomers. For fac, take three ligands with donor directions $\mathbf u_i$ (to A) and $\mathbf v_i$ (to B):

$$
(\mathbf u_1,\mathbf v_1)=(\hat{\mathbf x},-\hat{\mathbf y}),\quad
(\mathbf u_2,\mathbf v_2)=(\hat{\mathbf y},-\hat{\mathbf z}),\quad
(\mathbf u_3,\mathbf v_3)=(\hat{\mathbf z},-\hat{\mathbf x}).
$$

Here $\mathbf S_A=\hat{\mathbf x}+\hat{\mathbf y}+\hat{\mathbf z}$, so the dipole lies on the threefold axis.

Reversing the first ligand puts its A donor at $-\hat{\mathbf y}$ and its B donor at $\hat{\mathbf x}$. Now A occupies $-\hat{\mathbf y},\hat{\mathbf y},\hat{\mathbf z}$, which is mer, and $\mathbf S_A=\hat{\mathbf z}$. The dipole lies on the mixed axis.

Other choices of ring give the same lengths, because $\mathbf S_A$ depends on the donor sites and not on which A is joined to which B. Mirror-image complexes therefore have equal dipole moments too.

A real ligand also has charge on its backbone. Suppose the ligand is planar and its dipole lies in the chelate plane. In the ideal octahedron $\mathbf u_i$ and $\mathbf v_i$ are perpendicular and span that plane, so the whole ligand dipole, measured with the metal as origin, can be written $p_u\mathbf u_i+p_v\mathbf v_i$. If $p_u$ and $p_v$ are the same for every ligand, the sum is

$$
p_u\mathbf S_A+p_v\mathbf S_B=(p_u-p_v)\mathbf S_A .
$$

The ratio is still $\sqrt3$. The quantities $m_A=-p_u$ and $m_B=-p_v$ are then effective parameters of the whole ligand. The complex is neutral, so moving the origin by $\mathbf c$ changes $\sum q\mathbf r$ by $-\mathbf c\sum q=0$.

## A numerical case

Take A = O and B = N, with $m_{\rm O}=5.0$ D and $m_{\rm N}=1.0$ D. These are rough model parameters, chosen to give molecular dipoles of several debye. The difference is $5.0-1.0=4.0$ D, hence

$$
\mu_{\rm mer}=4.0\ {\rm D}=1.33\times10^{-29}\ {\rm C\,m},
$$

$$
\mu_{\rm fac}=\sqrt3\times4.0\ {\rm D}=6.9\ {\rm D}=2.31\times10^{-29}\ {\rm C\,m}.
$$

The tempting solution would have given 12 D for fac. Since $m_{\rm O}>m_{\rm N}$, the fac dipole points from the oxygen face towards the nitrogen face.

## Do the bond dipoles have to be the same in both isomers?

A bond may respond to the donor trans to it and to its cis neighbours. In fac, each A is trans to a B and has two A and two B donors cis to it. The A on the mixed axis of mer has the same neighbour counts. Each B in fac is trans to an A, again with two A and two B donors cis, and so is the B on the mixed axis of mer.

On the A–M–A axis of mer the two bonds have equal neighbour counts, so they still cancel. The same holds for B–M–B. If the bond dipoles depend on these counts alone, both isomers contain the same modified difference, and the ratio remains $\sqrt3$.

For illustration, let an M–O dipole change by $-0.6$ D if it is trans to O and by $+0.2$ D per cis O. Let an M–N dipole change by $+0.3$ D if it is trans to O and by $-0.15$ D per cis O. On a mixed axis the values become

$$
m_{\rm O}'=5.0+2(0.2)=5.4\ {\rm D},\qquad
m_{\rm N}'=1.0+0.3-2(0.15)=1.0\ {\rm D}.
$$

The dipoles are now 4.4 D for mer and 7.6 D for fac, in the old ratio.

## Distortions: bite angle and ligand turn

**Bite angle.** Let the angle A–M–B within a ligand be $\beta$ instead of $90^\circ$, with the ligand plane and its bisector held fixed. Each donor direction turns by $\delta=(90^\circ-\beta)/2$ towards the other:

$$
\mathbf u'=\cos\delta\,\mathbf u+\sin\delta\,\mathbf v,\qquad
\mathbf v'=\sin\delta\,\mathbf u+\cos\delta\,\mathbf v .
$$

Summing $-(m_A\mathbf u'+m_B\mathbf v')$ over the ligands and using $\mathbf S_B=-\mathbf S_A$ gives

$$
\boldsymbol\mu=-(m_A-m_B)(\cos\delta-\sin\delta)\mathbf S_A .
$$

Since $\cos\delta-\sin\delta=\sqrt2\cos(\delta+45^\circ)$ and $\delta+45^\circ=90^\circ-\beta/2$, both dipoles are multiplied by $\sqrt2\sin(\beta/2)$. For $\beta=83^\circ$ the factor is 0.937. The moments fall to 6.5 D and 3.7 D, and the ratio does not change. This holds only while the ligand planes stay fixed. A smaller bite angle also tends to turn the ligands towards the trigonal prism, by 2 to $3^\circ$ at $\beta=83^\circ$ if the six donors minimize their mutual repulsion, and a turn does change the ratio.

**Turning the ligands.** Now keep $\beta=90^\circ$ and turn each ligand by the same angle, in the same sense, about its own bisector. Write $\mathbf b_i=\mathbf u_i+\mathbf v_i$ and $\mathbf w_i=\mathbf u_i-\mathbf v_i$. The dipole of ligand $i$ in fac is

$$
-(m_A\mathbf u_i+m_B\mathbf v_i)=-\frac{m_A+m_B}{2}\mathbf b_i-\frac{m_A-m_B}{2}\mathbf w_i .
$$

For the three ligands listed above the $\mathbf b_i$ add to zero, and turning about them leaves them unchanged. Reversing a ligand changes only the sign of its $\mathbf w_i$.

Let $\mathbf k$ be the unit vector along the threefold axis of the fac skeleton. The $\mathbf b_i$ are perpendicular to $\mathbf k$. Each $\mathbf w_i$ has length $\sqrt2$ and is perpendicular to $\mathbf b_i$, so

$$
\mathbf w_i=\sqrt2\left(\cos\theta\,\mathbf k+\sin\theta\,\mathbf t_i\right),
$$

where the unit vectors $\mathbf t_i$ are perpendicular to $\mathbf k$, lie $120^\circ$ apart and add to zero. In fac the sum of the $\mathbf w_i$ is $3\sqrt2\cos\theta\,\mathbf k$. In mer, with ligand 1 reversed, $-\mathbf t_1+\mathbf t_2+\mathbf t_3=-2\mathbf t_1$, and the sum is $\sqrt2(\cos\theta\,\mathbf k-2\sin\theta\,\mathbf t_1)$. Multiplying the lengths by $|m_A-m_B|/2$ gives

$$
\mu_{\rm fac}=\frac{3|m_A-m_B|}{\sqrt2}\cos\theta,\qquad
\mu_{\rm mer}=\frac{|m_A-m_B|}{\sqrt2}\sqrt{\cos^2\theta+4\sin^2\theta},
$$

$$
\frac{\mu_{\rm fac}}{\mu_{\rm mer}}=\frac{3}{\sqrt{1+4\tan^2\theta}}\qquad(0\le\theta<90^\circ).
$$

In the regular octahedron $\mathbf w_i\cdot\mathbf k=2/\sqrt3=\sqrt2\cos\theta$. Thus $\cos^2\theta=2/3$, $\tan^2\theta=1/2$ and $\theta=35.3^\circ$, which returns $\sqrt3$. At $\theta=0$ the three difference vectors are parallel, the donors form a trigonal prism, and the ratio is 3. The tempting answer is right for that geometry.

A turn of $3^\circ$ one way or the other changes the octahedral ratio to 1.61 or 1.86, about 7% below or 8% above $\sqrt3$.

## Mutual polarization and a real complex

Each ligand also polarizes the others. As a simple model, represent the ligands by three equal, isotropic point polarizabilities $\alpha$ (as volumes), a distance $r$ apart in a plane perpendicular to $\mathbf k$, and place the permanent dipole of each ligand at the same point. A neighbour's dipole component $p_k$ along $\mathbf k$ produces a field component $-p_k/r^3$ there. Summed over the ligands, each of which has two neighbours, the total component $P_k$ obeys

$$
P_k=P_k^{(0)}-\frac{2\alpha}{r^3}P_k
\quad\Longrightarrow\quad
P_k=\frac{P_k^{(0)}}{1+2\alpha/r^3}.
$$

The fac dipole lies entirely along $\mathbf k$. With $\alpha=15$ Å$^3$ and ligand centres 3.3 Å from the metal, $r=5.72$ Å and $\alpha/r^3=0.080$, so $\mu_{\rm fac}=6.93/1.161=6.0$ D. Solving the coupled linear equations for mer gives 3.8 D. The ratio is 1.59, about 8% below $\sqrt3$. Fac loses 14% of its dipole and mer 6%. The component of mer along $\mathbf k$ shrinks by the same factor as fac, so its component perpendicular to $\mathbf k$ must shrink less.

The molecular dipoles, ligand distance and polarizability above are rough values in the regime of tris(8-hydroxyquinolinato)aluminium, an electron-transporting and light-emitting material in organic light-emitting diodes, whose ligands bind through O and N. The separate values 5.0 D and 1.0 D are not estimates for this complex; only their difference enters the molecular dipoles calculated here. The real complex departs from the model through its bite angle, ligand orientation and polarizable ligands. In the models above, a $3^\circ$ turn of the ligands and their mutual polarization each move the ratio by 7 to 8%. A bite angle of $83^\circ$ lowers both dipoles by 6% when the ligand dipole comes from the bond dipoles alone; charge on the backbone can change that figure. The polarization figure belongs to the chosen isotropic $\alpha$ and distance. Centre distances from 3.0 to 3.6 Å, or a polarizability larger in the ligand plane than across it, give shifts between about 6 and 12%. It also depends on placing each permanent dipole at the ligand centre. Charges on the donor atoms can lie closer to the neighbouring ligands, and their stronger fields can lower the ratio much further. Out-of-plane ligand dipoles, polarization of the metal and differences among the three ligands of mer caused by their backbones are not included. The value $\sqrt3$ is therefore a geometric reference for such a molecule, not a prediction of its measured ratio, and the absolute dipoles reflect the chosen 4.0 D difference. The numerical output below lists the values in full.

## Computed values

```
Bond dipole m_O (chosen): 5.0 D
Bond dipole m_N (chosen): 1.0 D
Difference m_O - m_N: 4.0 D
Rough bond lengths M-O, M-N: 1.9, 2.0 angstrom
Charge sizes on O, N: 0.548, 0.104 e
Cis pairings of the six sites: 8
Placements fac, mer: 16, 48
Example fac, O sites: [(1, 0, 0), (0, 0, 1), (0, -1, 0)]
Example fac, N sites: [(0, 1, 0), (-1, 0, 0), (0, 0, -1)]
Example fac, dipole vector: -4.000, 4.000, -4.000 D
Example mer, O sites: [(1, 0, 0), (-1, 0, 0), (0, -1, 0)]
Example mer, N sites: [(0, 1, 0), (0, 0, 1), (0, 0, -1)]
Example mer, dipole vector: 0.000, 4.000, 0.000 D
Dipole fac: 6.928 D = 2.311e-29 C m
Dipole mer: 4.000 D = 1.334e-29 C m
Ratio fac/mer: 1.7321
Square root of three: 1.7321
Neighbour-dependent bonds, fac: 7.621 D
Neighbour-dependent bonds, mer: 4.400 D
Neighbour-dependent bonds, ratio: 1.7321
Bite angle (rough): 83 degrees
Bite factor on both dipoles: 0.9371
With this bite, fac, mer: 6.492, 3.748 D
With this bite, ratio: 1.7321
Ligand turn tried either way: 3 degrees
No turn: theta 35.26, face twist 60.00 degrees
No turn: fac 6.928 D, mer 4.000 D, ratio 1.732
Turn one way: theta 38.26, face twist 63.54 degrees
Turn one way: fac 6.662 D, mer 4.148 D, ratio 1.606
Turn other way: theta 32.26, face twist 56.19 degrees
Turn other way: fac 7.175 D, mer 3.852 D, ratio 1.863
Ligand polarizability (rough): 15 angstrom^3
Ligand centre to metal (rough): 3.3 angstrom
Distance between ligand centres: 5.72 angstrom
Coupling alpha/r^3: 0.0803 (no unit)
With polarization, fac, mer: 5.969, 3.758 D
With polarization, ratio: 1.588
```
